# Conservation laws of time-dependent Hartree-Fock theory

## 1. Definitions and conventions

Hartree atomic units are used, so $\hbar$, the electron mass and the elementary charge equal one. An electron has charge $-1$. The nuclei are clamped. The symbol $x=(\mathbf r,s)$ stands for position and spin, $\int dx$ includes the sum over spin, and $v(x,x')=1/|\mathbf r-\mathbf r'|$ is the Coulomb repulsion. Inner products are linear in the second entry, and a dot denotes a time derivative.

The state is one Slater determinant of $N$ spin orbitals $\varphi_j(x,t)$. Its one-particle density matrix is

$$\gamma(x,x')=\sum_{j=1}^{N}\varphi_j(x)\varphi_j^*(x'),\qquad \gamma=\sum_j|\varphi_j\rangle\langle\varphi_j| .$$

For any one-particle matrix $B$, the Coulomb and exchange operators are

$$(J[B]f)(x)=\left[\int v(x,x')B(x',x')\,dx'\right]f(x),$$

$$(K[B]f)(x)=\int v(x,x')B(x,x')f(x')\,dx' .$$

Write $G[B]=J[B]-K[B]$. The time-dependent Hartree-Fock (TDHF) equations are

$$i\dot\varphi_j=F\varphi_j,\qquad F(t)=h(t)+G[\gamma(t)], \tag{1}$$

where $h$ is Hermitian and contains the kinetic energy, the nuclear attraction and the external field. The Hartree-Fock energy is

$$E=\mathrm{Tr}\,h\gamma+\tfrac12\mathrm{Tr}\,\gamma G[\gamma]+E_{\rm n}(t). \tag{2}$$

Here $E_{\rm n}$ holds the nuclear repulsion and the coupling of the nuclei to the field. The factor $\tfrac12$ counts each pair of electrons once.

**Statement.** Let the orbitals be orthonormal at $t=0$. As long as the solution exists,

1. $\langle\varphi_i|\varphi_j\rangle=\delta_{ij}$;
2. $\gamma^2=\gamma$ and $\mathrm{Tr}\,\gamma=N$;
3. $\dot E=\mathrm{Tr}(\gamma\dot h)+\dot E_{\rm n}$, which vanishes when the external field is static.

The solution is assumed smooth enough that $F\varphi_j$ is normalizable and that $F$ may be moved from one side of an inner product to the other. In a fixed finite basis both conditions hold automatically, because all operators are finite matrices.

## 2. The Fock operator is Hermitian at each instant

$F$ depends on the orbitals it propagates, so its Hermiticity needs a check. The definition of $\gamma$ gives $\gamma(x,x')^*=\gamma(x',x)$. The diagonal $\gamma(x,x)$ is therefore real, and $J[\gamma]$ multiplies by a real function, which is a Hermitian operation.

For exchange, take two functions $f$ and $g$:

$$\langle Kf|g\rangle=\int\!\!\int v(x,x')\,\gamma(x,x')^*f^*(x')\,g(x)\,dx\,dx'.$$

Replace $\gamma(x,x')^*$ by $\gamma(x',x)$ and then exchange the names $x$ and $x'$. Since $v$ is symmetric,

$$\langle Kf|g\rangle=\int\!\!\int f^*(x)\,v(x,x')\,\gamma(x,x')\,g(x')\,dx\,dx'=\langle f|Kg\rangle .$$

So $F=F^\dagger$ at every time, for complex orbitals too.

Exchange differs from the Coulomb term in what it retains of the orbital phases. In a real basis write $\gamma=R+iM$, with $R$ real symmetric and $M$ real antisymmetric. The Coulomb matrix is a sum over $r,s$ of $\gamma_{rs}$ times integrals symmetric in $r,s$, so $M$ cancels and $J$ is real. No such cancellation occurs in $K$, whose matrix is in general complex during the motion.

## 3. Orthonormality

Differentiate an overlap and insert equation (1). From $\dot\varphi_j=-iF\varphi_j$, and because the left entry is conjugated,

$$\frac{d}{dt}\langle\varphi_i|\varphi_j\rangle
=\langle\dot\varphi_i|\varphi_j\rangle+\langle\varphi_i|\dot\varphi_j\rangle
=i\langle F\varphi_i|\varphi_j\rangle-i\langle\varphi_i|F\varphi_j\rangle=0 .$$

The last step is Hermiticity. Each overlap keeps its initial value $\delta_{ij}$, which proves the first claim.

The proof uses only two facts: all orbitals feel the same operator, and that operator is Hermitian. Its dependence on time and on the orbitals plays no part.

The law fails when $F$ is replaced by $F-iW$ with Hermitian $W$, the form of an absorbing potential. The extra part of $\dot\varphi_j$ is $-W\varphi_j$, so

$$\frac{d}{dt}\langle\varphi_i|\varphi_j\rangle=-2\langle\varphi_i|W\varphi_j\rangle,\qquad
\frac{d}{dt}\mathrm{Tr}\,\gamma=-2\,\mathrm{Tr}\,W\gamma . \tag{3}$$

For positive $W$ electrons are lost from the description.

## 4. Idempotency, by two routes

**From the orbitals.** Multiply $\gamma$ by itself and use the orthonormality just shown:

$$\gamma^2=\sum_{ij}|\varphi_i\rangle\langle\varphi_i|\varphi_j\rangle\langle\varphi_j|
=\sum_{i}|\varphi_i\rangle\langle\varphi_i|=\gamma,\qquad
\mathrm{Tr}\,\gamma=\sum_i\langle\varphi_i|\varphi_i\rangle=N .$$

This proves the second claim. An idempotent Hermitian matrix has eigenvalues 0 and 1, so every orbital in the occupied space is filled and every orbital orthogonal to it is empty. The occupied space itself may turn.

**From the density matrix.** The product rule and $\langle F\varphi_j|=\langle\varphi_j|F$ give

$$\dot\gamma=\sum_j\left(-iF|\varphi_j\rangle\langle\varphi_j|+i|\varphi_j\rangle\langle\varphi_j|F\right),
\qquad\text{that is}\qquad i\dot\gamma=[F,\gamma]. \tag{4}$$

This equation can be propagated without orbitals. For its square,

$$i\frac{d}{dt}\gamma^2=[F,\gamma]\gamma+\gamma[F,\gamma]
=F\gamma^2-\gamma F\gamma+\gamma F\gamma-\gamma^2F=[F,\gamma^2].$$

Subtract (4). The departure from idempotency, $D=\gamma^2-\gamma$, obeys $i\dot D=[F,D]$. Therefore

$$\frac{d}{dt}\mathrm{Tr}\,D^2=2\,\mathrm{Tr}\,D\dot D=-2i\,\mathrm{Tr}(DFD-D^2F)=0,$$

because a trace is unchanged by cyclic reordering. Since $D$ is Hermitian, $\mathrm{Tr}\,D^2=\sum_{pq}|D_{pq}|^2$ is a sum of non-negative terms. If it is zero at the start it stays zero, and so does every element of $D$.

The second route also shows what is not claimed. A start with fractional occupations has $D\neq0$ and keeps the same $\mathrm{Tr}\,D^2$. TDHF preserves idempotency but does not create it.

## 5. Energy

**The derivative of the energy is the Fock operator.** The interaction term in (2) is quadratic in $\gamma$. To differentiate it, one needs the symmetry $\mathrm{Tr}\,AG[B]=\mathrm{Tr}\,BG[A]$. The two parts are

$$\mathrm{Tr}\,AJ[B]=\int\!\!\int A(x,x)\,v(x,x')\,B(x',x')\,dx\,dx',$$

$$\mathrm{Tr}\,AK[B]=\int\!\!\int A(x',x)\,v(x,x')\,B(x,x')\,dx\,dx'.$$

Exchanging the names $x$ and $x'$ turns each into the same expression with $A$ and $B$ interchanged. Since $G[\gamma]$ is linear in $\gamma$,

$$\frac{d}{dt}\,\tfrac12\mathrm{Tr}\,\gamma G[\gamma]
=\tfrac12\mathrm{Tr}\,\dot\gamma G[\gamma]+\tfrac12\mathrm{Tr}\,\gamma G[\dot\gamma]
=\mathrm{Tr}\,\dot\gamma G[\gamma].$$

The factor $\tfrac12$ has become 1, which is the factor with which $G$ enters $F$. Adding the other terms of (2),

$$\dot E=\mathrm{Tr}\,F\dot\gamma+\mathrm{Tr}\,\gamma\dot h+\dot E_{\rm n}. \tag{5}$$

**The first term vanishes.** Insert $\dot\gamma=\sum_j(|\dot\varphi_j\rangle\langle\varphi_j|+|\varphi_j\rangle\langle\dot\varphi_j|)$:

$$\mathrm{Tr}\,F\dot\gamma=\sum_j\left(\langle F\varphi_j|\dot\varphi_j\rangle+\langle\dot\varphi_j|F\varphi_j\rangle\right)
=\sum_j\left(-i\|F\varphi_j\|^2+i\|F\varphi_j\|^2\right)=0 .$$

What remains is

$$\dot E=\mathrm{Tr}\,\gamma\dot h+\dot E_{\rm n}. \tag{6}$$

For a static external field and clamped nuclei both terms are zero, and $E$ is constant. This proves the third claim. The operator $F$ still changes with time through $\gamma$. That internal time dependence does no net work, because its effect is already contained in the derivative of the interaction energy.

**Uniform electric field.** Let the field $\mathcal E(t)$ point along $z$. An electron has the coupling energy $+\mathcal E z$, and a nucleus of charge $Z_A$ at height $z_A$ has $-\mathcal E Z_Az_A$. With the dipole moment $\mu=\sum_AZ_Az_A-\mathrm{Tr}\,\gamma z$, equation (6) becomes

$$\dot E=\dot{\mathcal E}\left(\mathrm{Tr}\,\gamma z-\sum_AZ_Az_A\right)=-\mu\,\dot{\mathcal E}. \tag{7}$$

The conserved energy in a static field includes the term $-\mu\mathcal E$. The energy without this coupling is not conserved, since the dipole moves. For a pulse that is zero at both ends, integration by parts gives

$$\Delta E=-\int\mu\,\dot{\mathcal E}\,dt=\int\mathcal E\,\dot\mu\,dt ,$$

which is the work done by the field on the moving charges.

## 6. Two limiting cases

**One electron.** For $N=1$,

$$(K\varphi_1)(x)=\varphi_1(x)\int v(x,x')|\varphi_1(x')|^2dx'=(J\varphi_1)(x).$$

Hence $G[\gamma]\varphi_1=0$, and (1) reduces to the Schrödinger equation $i\dot\varphi_1=h\varphi_1$. The interaction energy is zero as well. The three laws say that the norm is conserved, that $\gamma=|\varphi_1\rangle\langle\varphi_1|$ remains a projector (onto a function that in general changes with time), and that $\langle h\rangle$ is conserved for static $h$.

**Stationary state.** If $h$ is static and $[F,\gamma]=0$ at the start, (4) is solved by constant $\gamma$. The orbitals can then be chosen as eigenfunctions of $F$ with eigenvalues $\varepsilon_j$, and they acquire only the phases $e^{-i\varepsilon_jt}$. A static Hartree-Fock solution is of this kind. A real test of energy conservation needs a start that is not stationary.

## 7. What energy conservation requires

**Self-consistency.** Suppose $F$ is frozen at its initial form $F_0=h+G[\gamma_0]$ in a static field. It is Hermitian, so orthonormality and idempotency survive. The argument of Section 5 now gives $\mathrm{Tr}\,F_0\dot\gamma=0$, while (5) still contains the current $F$. Subtracting the vanishing term,

$$\dot E=\mathrm{Tr}\,(F-F_0)\dot\gamma=\mathrm{Tr}\,G[\gamma-\gamma_0]\dot\gamma ,$$

which need not vanish.

**The same exchange in $F$ and $E$.** Scale exchange by a number $a$, as the exact-exchange part of a hybrid functional does. Let $E_{\rm x}=-\tfrac12\mathrm{Tr}\,\gamma K[\gamma]$ be the full exchange energy, and let $E_a$ be (2) with $E_{\rm x}$ replaced by $aE_{\rm x}$. The symmetry used in Section 5 holds for $J$ and $K$ separately, so the derivative of $E_a$ is $F_a=h+J-aK$. Propagation with $F_a$ conserves $E_a$ in a static field. The full Hartree-Fock energy along the same trajectory is

$$E=E_a+(1-a)E_{\rm x}, \tag{8}$$

and it varies whenever $E_{\rm x}$ does and $a\neq1$. Orthonormality cannot reveal such a mismatch, since $F_a$ is Hermitian for every real $a$.

**The sum of orbital expectation values is a different quantity.** Let $E_1=\mathrm{Tr}\,h\gamma$ and $E_2=\tfrac12\mathrm{Tr}\,\gamma G[\gamma]$. Then

$$\sum_j\langle\varphi_j|F\varphi_j\rangle=E_1+2E_2=(E-E_{\rm n})+E_2 .$$

It counts the interaction twice. In a static field $E-E_{\rm n}$ is constant, so the sum varies by as much as $E_2$ does.

## 8. Closed shells

Let each spatial orbital hold one electron of each spin, and let $P$ be the density matrix of one spin. Both spins contribute to the Coulomb term, but exchange connects equal spins only. Hence

$$F=h+2J[P]-K[P],\qquad E=2\,\mathrm{Tr}\,hP+\mathrm{Tr}\,P(2J[P]-K[P])+E_{\rm n}. \tag{9}$$

The interaction term is $\tfrac12$ from (2) times 2 for the two spins. At fixed $h$, the symmetry of Section 5 gives $dE=2\,\mathrm{Tr}\,F\,dP$. Both spins feel the same $F$, so they remain equal if they start equal. In a fixed orthonormal basis the occupied orbitals are the columns of a matrix $C$, with $i\dot C=FC$ and $P=CC^\dagger$. With an absorber, (3) gives an electron loss rate of $4\,\mathrm{Tr}\,WP$: a factor 2 from (3) and a factor 2 for spin.

## 9. Worked example: LiH in a suddenly applied field

The molecule has a bond length of 3.0 bohr, with Li at the origin and H at $z=3.0$ bohr. It is treated by restricted Hartree-Fock in the 6-31G basis of 11 functions. The field-free ground state, of energy $-7.979178$ hartree, is exposed from $t=0$ to a static field of 0.010 a.u. and followed for 40 a.u. of time, or 0.968 fs. The initial dipole is $-2.3264$ a.u., negative because electronic charge is shifted towards H. These numbers and those in the table belong to this small basis and are not converged properties of LiH. In the aug-cc-pVTZ basis the ground-state energy is $-7.9868$ hartree, the initial dipole is $-2.356$ a.u., and the dipoles at the later times of the table differ by up to 0.08 a.u. The conservation laws hold in any fixed basis. Just after the switch the energy is

$$-7.979178-(-2.3264)(0.010)=-7.955914\ \text{hartree}.$$

The start is not stationary in the new field. In the table, $E_1$ is the one-electron energy including the field, $E_J$ the Coulomb energy and $E_{\rm x}$ the exchange energy, all in hartree; $t$ and $\mu$ are in a.u.

| $t$ | $\mu$ | $E_1$ | $E_J$ | $E_{\rm x}$ | $E$ |
|---|---|---|---|---|---|
| 0 | −2.326 | −12.39730 | 5.61411 | −2.14272 | −7.955914 |
| 10 | −2.129 | −12.40723 | 5.61760 | −2.13629 | −7.955914 |
| 20 | −1.963 | −12.39782 | 5.59715 | −2.12525 | −7.955914 |
| 40 | −2.106 | −12.39544 | 5.60218 | −2.13265 | −7.955914 |

The total also contains the nuclear repulsion, 1.000000 hartree, and the nuclear coupling, $-0.010\times3.000=-0.030000$ hartree. At $t=20$ a.u.,

$$-12.39782+5.59715-2.12525+1.00000-0.03000=-7.95592,$$

which agrees with the table within the rounding of the terms. Across the rows of the table the separate parts vary by about 0.01 to 0.02 hartree, while the total energy stays fixed. The sum of orbital expectation values of $F$ ranges from $-5.4616$ to $-5.4397$ hartree, so it is not conserved.

**Size of the numerical errors.** The fourth-order Runge-Kutta method used here does not enforce the laws. With a time step of 0.005 a.u. the largest errors are $1.1\times10^{-10}$ in an overlap, $1.2\times10^{-10}$ in an element of $P^2-P$, and $5.1\times10^{-10}$ hartree in the energy. With twice the step, the overlap and energy errors are about 33 times larger.

This ratio can be understood for constant $F$. Over a step $\Delta t$ an eigenfunction with eigenvalue $\varepsilon$ is multiplied by $1-iy-y^2/2+iy^3/6+y^4/24$, where $y=\varepsilon\Delta t$. The squared modulus is

$$\left(1-\frac{y^2}{2}+\frac{y^4}{24}\right)^2+\left(y-\frac{y^3}{6}\right)^2=1-\frac{y^6}{72}+\frac{y^8}{576}.$$

The norm loss per step scales as $\Delta t^6$ at leading order. The number of steps scales as $1/\Delta t$, so the total loss scales as $\Delta t^5$, and doubling the step multiplies it by 32. The observed ratio is close to this estimate. The estimate holds for constant $F$ and does not fix the size of the error in the self-consistent run: at a step of 0.010 a.u. the overlap error is $1.2\times10^{-8}$ with frozen $F$ but $3.6\times10^{-9}$ with self-consistent $F$. The steep fall of the drift with the step shows that it belongs to the integrator, not to the TDHF equations.

**The energy and its derivative.** Expanding the Slater determinant in all determinants of the basis gives the expectation value of the many-electron Hamiltonian directly. At three times it agrees with (9) to within $6.4\times10^{-10}$ hartree. Turning the orbitals by a small random unitary rotation changes this expectation value with a slope of $-0.0022561$ hartree, and $2\,\mathrm{Tr}\,F\,dP$ gives the same number. In the middle of the run the largest imaginary element of $K$ is $4.8\times10^{-3}$ hartree, while $J$ is real to rounding error, as Section 2 requires.

**A pulse.** In a second run the ground state meets a pulse of amplitude parameter 0.020 a.u., length 30.0 a.u. and frequency 0.150 a.u., with a smooth $\sin^2$ envelope. The molecule gains 0.0036826 hartree, or 0.1002 eV. This value depends strongly on the basis: it is 0.0062 hartree in cc-pVTZ and 0.0066 hartree in aug-cc-pVTZ, so the digits serve only for the comparison with (7). The peak field, 0.018 a.u., is also not far below the rough barrier-suppression estimate $I^2/4\approx0.023$ a.u. for an ionization energy $I\approx0.30$ hartree, so ionization, which this basis cannot describe, may matter for the real molecule. The time integral of $-\mu\dot{\mathcal E}$ is also 0.0036826 hartree, in agreement with (7). After the pulse the energy drifts by no more than $1.7\times10^{-10}$ hartree. The pulse lasts only 0.72 of a period, so its spectrum is broad and the gain should not be compared with a single field quantum of 0.150 hartree.

**Removing one ingredient.** The following runs use the static field and a step of 0.010 a.u.

- With frozen $F$, the overlap error is $1.2\times10^{-8}$, but the energy changes by up to $7.5\times10^{-4}$ hartree. Hermiticity is present and self-consistency is missing.
- With half exchange in $F$ and full exchange in $E$, the energy changes by up to 0.093 hartree. With half exchange in both, the change is $7.7\times10^{-9}$ hartree. By (8), the full exchange energy on this trajectory must change by up to $0.093/0.5=0.186$ hartree. This is far more than in the table. Since $F_{1/2}=F+\tfrac12K$, the commutator $[F_{1/2},P]$ that drives the motion at the start contains $\tfrac12[K,P]$ in addition to the field term.
- With an absorber $W$ equal to 0.001 a.u. times the square of the matrix of $z$, 0.989 electrons are lost, about a quarter of the 4. In this small basis that square differs from the matrix of the function $z^2$, which would give a loss of 1.025. The loss also depends on where $W$ is centred; here the origin is at Li. The time integral of $4\,\mathrm{Tr}\,WP$ gives the same loss.
- With occupations 1.0, 0.8 and 0.2 per spin, the two fractional orbitals each contribute $0.8^2-0.8=0.2^2-0.2=-0.16$ to the eigenvalues of $D$. The norm is $\sqrt{\mathrm{Tr}\,D^2}=\sqrt2\times0.16=0.2263$, and it has this value at the start and at the end.

## 10. What the laws do and do not guarantee

The laws belong to the mean-field equations. They do not make the motion that of the interacting electrons: a single determinant leaves out electron correlation, and the example also leaves out nuclear motion and ionization into the continuum. A small energy drift is necessary for an accurate integration of the chosen equations, but it does not prove one. In a static field, for example, propagation with $2F$ in place of $F$ also conserves $E$, because $\mathrm{Tr}\,F[2F,\gamma]=0$, yet the motion is wrong. The time step must therefore also be checked on the quantities of interest, such as the dipole moment. Nor does a small drift show that the model is accurate.

If the nuclei move along a prescribed path, $h$ and $E_{\rm n}$ depend on time, and (6) gives the rate of change of $E$, provided the basis is fixed or complete: $\mathrm{Tr}\,\gamma\dot h$ is the power delivered to the electrons, and $\dot E_{\rm n}$ is the rate of change of the purely nuclear terms. The full record of the example is in the numerical output.

## Computed values

```
LiH, RHF/6-31G: bond 3.0 bohr, 11 basis functions, 4 electrons
ground-state energy without field: -7.979178 hartree
nuclear repulsion energy: 1.000000 hartree
static field: 0.010 a.u.; nuclear dipole: 3.000 a.u.
nuclear-field coupling energy: -0.030000 hartree
duration: 40.0 a.u. of time = 0.9676 fs
Static-field run (time and dipole in a.u., energies in hartree)
time  dipole   one-electron  Coulomb   exchange   total
   0  -2.3264   -12.397301   5.614108  -2.142721  -7.9559140
  10  -2.1292   -12.407231   5.617601  -2.136285  -7.9559140
  20  -1.9629   -12.397819   5.597153  -2.125249  -7.9559140
  30  -2.0244   -12.392491   5.597269  -2.130692  -7.9559140
  40  -2.1062   -12.395437   5.602177  -2.132654  -7.9559140
sum of orbital expectation values of F, lowest and highest: -5.461578, -5.439656 hartree
Largest errors: overlap, idempotency (no unit), energy (hartree)
time step 0.010 a.u.: 3.6e-09, 3.7e-09, 1.7e-08
time step 0.005 a.u.: 1.1e-10, 1.2e-10, 5.1e-10
Checks at the middle of the run
energy formula minus determinant expectation value, largest of 3 times: 6.4e-10 hartree
energy slope under a random rotation, numerical: -0.0022561 hartree
energy slope from 2 Tr(F dP): -0.0022561 hartree
largest element of F - F^dagger: 9.7e-16 hartree
largest imaginary element of J: 4.7e-18 hartree
largest imaginary element of K: 4.8e-03 hartree
Pulse: amplitude 0.020 a.u., length 30.0 a.u., frequency 0.150 a.u.
energy gained: 0.0036826 hartree = 0.10021 eV
time integral of -mu dfield/dt: 0.0036826 hartree
energy drift after the pulse: 1.7e-10 hartree
Controls, time step 0.010 a.u.
frozen F: overlap error 1.2e-08, energy change 7.47e-04 hartree
half exchange in F only: energy change 9.30e-02 hartree
half exchange in F and E: energy change 7.7e-09 hartree
absorber W = 0.001 z^2 (a.u.): electrons lost 0.988732, from 4 Tr(WP): 0.988732
orbital and density-matrix routes, largest difference in P: 1.4e-10
fractional start, occupations per spin: 1.0, 0.8, 0.2
norm of P^2 - P at start and end: 0.226274, 0.226274
energy drift of the fractional run: 9.6e-14 hartree
```
